# How shared photon noise correlates the edges of a narrow line: a program that tests the result

```python
"""
Result under test: photon noise smeared by a Gaussian blur is shared by the two
edges of a narrow line. Their image slopes have opposite signs, so the edges move
in anticorrelated directions and
    LWR = sqrt(2) * LER * sqrt(1 + rho),   corr(u_left, u_right) = -rho,
with rho the correlation of the blurred noise at the two edges.
Symbols: n0 absorbed photons per nm^2 at the nominal edge, M image contrast,
k = 2 pi / pitch, s blur standard deviation, w line width (half the pitch),
u edge displacement along +x, LER and LWR one-sigma roughness of edge and width.
Bright line: exposed (negative tone). Dark line: unexposed (positive tone).
The formulas are compared with quadrature and with a Monte Carlo that traces
full threshold contours of blurred Poisson photon maps.
"""
import numpy as np
from scipy import constants as const
from scipy import fft as sfft

rng = np.random.default_rng(12345)

# ---------- example parameters (rough typical values) ----------
wavelength_nm = 13.5
edge_dose = 20.0            # mJ/cm^2
absorption = 5.0            # 1/um
thickness = 30.0            # nm
pitch = 28                  # nm
w = pitch / 2               # nm
M = 0.9
s = 5.0                     # nm
acid_yield, s_electron, s_acid = 3.0, 3.0, 4.0
assert abs(s_electron**2 + s_acid**2 - s**2) < 1e-12

photon_J = const.h * const.c / (wavelength_nm * 1e-9)
incident = edge_dose * 1e-3 / 1e14 / photon_J       # photons per nm^2
absorbed_fraction = 1 - np.exp(-absorption * thickness * 1e-3)
n0 = incident * absorbed_fraction
k = 2 * np.pi / pitch


# ---------- derived formulas ----------
def covariance(x1, x2, kk=k, phase=0.0):
    """Covariance of blurred photon noise, exposure n0*(1+M*cos(kk*x+phase))."""
    mid = 1 + M * np.exp(-(kk * s)**2 / 4) * np.cos(kk * (x1 + x2) / 2 + phase)
    return n0 / (4 * np.pi * s**2) * np.exp(-(x1 - x2)**2 / (4 * s**2)) * mid


def rho_line(width, sign):
    """Noise correlation across a line of half-pitch width; sign +1 bright, -1 dark."""
    kk = np.pi / width
    return np.exp(-width**2 / (4 * s**2)) * (1 + sign * M * np.exp(-(kk * s)**2 / 4))


def covariance_acid(x1, x2):
    """Same, with Poisson acids: electron spread, then acid blur."""
    damp = np.exp(-k**2 * (s_electron**2 / 2 + s_acid**2 / 4))
    extra = (n0 / acid_yield / (4 * np.pi * s_acid**2)
             * np.exp(-(x1 - x2)**2 / (4 * s_acid**2))
             * (1 + M * damp * np.cos(k * (x1 + x2) / 2)))
    return covariance(x1, x2) + extra


blur_factor = np.exp(-(k * s)**2 / 2)
slope = n0 * M * blur_factor * k                    # magnitude, per nm^3
ler = 1 / (M * blur_factor * k * np.sqrt(4 * np.pi * s**2 * n0))
rho_bright, rho_dark = rho_line(w, +1), rho_line(w, -1)
lwr_bright = np.sqrt(2) * ler * np.sqrt(1 + rho_bright)
lwr_dark = np.sqrt(2) * ler * np.sqrt(1 + rho_dark)
centre_rms = ler * np.sqrt((1 - rho_bright) / 2)

# ---------- quadrature tests of covariance and slopes ----------
grid = np.arange(-70, 70.01, 0.5)
X, Y = np.meshgrid(grid, grid)


def kernel2d(x0):
    return np.exp(-((X - x0)**2 + Y**2) / (2 * s**2)) / (2 * np.pi * s**2)


exposure = n0 * (1 + M * np.cos(k * X))
for a, b in [(-7, 7), (7, 7), (7, 21), (3, 10)]:
    direct = np.sum(kernel2d(a) * kernel2d(b) * exposure) * 0.25
    assert abs(direct / covariance(a, b) - 1) < 1e-7


def blurred_mean(x0):
    g = np.exp(-(grid - x0)**2 / (2 * s**2)) / np.sqrt(2 * np.pi * s**2)
    return np.sum(g * n0 * (1 + M * np.cos(k * grid))) * 0.5


h = 1e-3
slope_left = (blurred_mean(-w / 2 + h) - blurred_mean(-w / 2 - h)) / (2 * h)
slope_right = (blurred_mean(w / 2 + h) - blurred_mean(w / 2 - h)) / (2 * h)
assert slope_left > 0 > slope_right
assert abs(slope_left / slope - 1) < 1e-5 and abs(slope_right / slope + 1) < 1e-5

# ---------- Monte Carlo on a periodic plane, 1 nm cells ----------
NX, NY = 8 * pitch, 2048
x_cells = np.arange(NX)
kx = 2 * np.pi * np.fft.rfftfreq(NX)
ky = 2 * np.pi * np.fft.fftfreq(NY)
k_squared = ky[:, None]**2 + kx[None, :]**2


def blur(field, width):
    return sfft.irfft2(sfft.rfft2(field) * np.exp(-k_squared * width**2 / 2),
                       s=(NY, NX))


def photon_map(rate_x):
    return rng.poisson(np.broadcast_to(rate_x, (NY, NX))).astype(float)


def first_fall(profile, level):
    """Distance (nm) from the first sample to the first fall below level."""
    j = np.argmax(profile < level, axis=-1)
    assert j.min() > 0
    before = np.take_along_axis(profile, (j - 1)[..., None], -1)[..., 0]
    after = np.take_along_axis(profile, j[..., None], -1)[..., 0]
    return j - 1 + (before - level) / (before - after)


steps = np.arange(pitch // 2 + 1)
centres = np.arange(0, NX, pitch)[:, None]
idx_right, idx_left = (centres + steps) % NX, (centres - steps) % NX


def line_edges(runs, dose_factor=1.0, acids=False):
    """Left and right edge displacements, arrays (run, y, line)."""
    density = n0 * dose_factor
    rate = density * (1 + M * np.cos(k * x_cells))
    left, right = [], []
    for _ in range(runs):
        photons = photon_map(rate)
        if acids:
            acid_rate = np.clip(acid_yield * blur(photons, s_electron), 0, None)
            signal = blur(rng.poisson(acid_rate).astype(float), s_acid) / acid_yield
        else:
            signal = blur(photons, s)
        right.append(first_fall(signal[:, idx_right], density) - w / 2)
        left.append(w / 2 - first_fall(signal[:, idx_left], density))
    left, right = np.array(left), np.array(right)
    return left - left.mean(), right - right.mean()


def corr(a, b):
    return np.corrcoef(a.ravel(), b.ravel())[0, 1]


def edge_rms(a, b):
    return np.sqrt((a.var() + b.var()) / 2)


uL, uR = line_edges(30)
next_left = np.roll(uL, -1, axis=2)                 # far edge of the dark line
mc_ler = edge_rms(uL, uR)
mc_corr_bright, mc_corr_dark = corr(uL, uR), corr(uR, next_left)
mc_lwr_bright, mc_lwr_dark = (uR - uL).std(), (next_left - uR).std()
mc_ratio_bright = mc_lwr_bright / (np.sqrt(2) * mc_ler)
mc_ratio_dark = mc_lwr_dark / (np.sqrt(2) * mc_ler)
mc_centre = ((uL + uR) / 2).std()
# tolerances cover sampling error and second-order contour terms
assert abs(mc_ler / ler - 1) < 0.04
assert abs(mc_corr_bright + rho_bright) < 0.025
assert abs(mc_corr_dark + rho_dark) < 0.025
assert abs(mc_ratio_bright - np.sqrt(1 + rho_bright)) < 0.015
assert abs(mc_ratio_dark - np.sqrt(1 + rho_dark)) < 0.015
assert mc_ratio_bright > mc_ratio_dark > 1
assert abs(mc_centre / centre_rms - 1) < 0.05

# same factor at long and short wavelengths along the line
freq = np.fft.rfftfreq(NY)
FL, FR = np.fft.rfft(uL, axis=1), np.fft.rfft(uR, axis=1)
band_ratio = []
for low, high in [(0.0, 1 / 100), (1 / 100, 1 / 40)]:
    sel = (freq > low) & (freq <= high)
    power_edges = np.sum(abs(FL[:, sel])**2) + np.sum(abs(FR[:, sel])**2)
    band_ratio.append(np.sqrt(np.sum(abs(FR[:, sel] - FL[:, sel])**2) / power_edges))
    assert abs(band_ratio[-1] - np.sqrt(1 + rho_bright)) < 0.03

# no sharing: pair edges 700 nm apart along the line
far_right = np.roll(uR, 700, axis=1)
unshared_corr = corr(uL, far_right)
unshared_ratio = (far_right - uL).std() / (np.sqrt(2) * mc_ler)
assert abs(unshared_corr) < 0.025 and abs(unshared_ratio - 1) < 0.015

# independent common displacement that cancels the excess
common_rms = ler * np.sqrt(rho_bright)
common = rng.normal(0, common_rms, uL.shape)
common_ratio = (uR - uL).std() / (np.sqrt(2) * edge_rms(uL + common, uR + common))
assert abs(common_ratio - 1) < 0.02

# four times the dose: half the LER, same correlation
dL, dR = line_edges(8, dose_factor=4.0)
ler_4x, corr_4x = edge_rms(dL, dR), corr(dL, dR)
assert abs(2 * ler_4x / ler - 1) < 0.03 and abs(corr_4x + rho_bright) < 0.04

# equal slope signs: two contours, w apart, on one rising ramp
k_ramp = 2 * np.pi / (4 * pitch)
ramp_rate = n0 * (1 + M * np.sin(k_ramp * x_cells))
ramp_blur = np.exp(-(k_ramp * s)**2 / 2)
levels = [n0 * (1 + M * ramp_blur * np.sin(k_ramp * x)) for x in (-w / 2, w / 2)]
idx_ramp = (np.array([[0], [4 * pitch]]) + np.arange(-pitch, pitch + 1)) % NX
lower, upper = [], []
for _ in range(20):
    rising = blur(photon_map(ramp_rate), s)[:, idx_ramp]
    lower.append(first_fall(-rising, -levels[0]))
    upper.append(first_fall(-rising, -levels[1]))
lower, upper = np.array(lower), np.array(upper)
ramp_corr = corr(lower, upper)
ramp_ratio = (upper - lower).std() / (np.sqrt(2) * edge_rms(lower, upper))
ph = -np.pi / 2
ramp_pred = covariance(-w / 2, w / 2, k_ramp, ph) / np.sqrt(
    covariance(-w / 2, -w / 2, k_ramp, ph) * covariance(w / 2, w / 2, k_ramp, ph))
assert ramp_corr > 0 and abs(ramp_corr - ramp_pred) < 0.05 and ramp_ratio < 1

# neglected acid counting noise
acid_var = covariance_acid(w / 2, w / 2)
ler_acid = np.sqrt(acid_var) / slope
rho_acid = covariance_acid(-w / 2, w / 2) / acid_var
aL, aR = line_edges(12, acids=True)
mc_ler_acid, mc_corr_acid = edge_rms(aL, aR), corr(aL, aR)
assert abs(mc_ler_acid / ler_acid - 1) < 0.06
assert abs(mc_corr_acid + rho_acid) < 0.035

# ---------- printed numbers ----------
print(f"wavelength {wavelength_nm} nm, photon energy {photon_J / const.e:.2f} eV")
print(f"edge dose {edge_dose} mJ/cm2, incident photons {incident:.2f} per nm2")
print(f"absorption {absorption} per um, film thickness {thickness} nm")
print(f"absorbed fraction {absorbed_fraction:.4f}, n0 {n0:.3f} per nm2")
print(f"dose at film bottom / top {np.exp(-absorption * thickness * 1e-3):.3f}")
print(f"pitch {pitch} nm, line width {w} nm, blur s {s} nm, contrast M {M}")
print(f"k {k:.4f} per nm, contrast factor b of blur {blur_factor:.4f}")
print(f"slope left {slope_left:+.4f}, right {slope_right:+.4f} per nm3")
print(f"relative noise at edge {np.sqrt(covariance(w/2, w/2)) / n0:.4f}")
print(f"rho, uniform exposure {np.exp(-w**2 / (4 * s**2)):.4f}")
print(f"midpoint factor bright {1 + M*np.exp(-(k*s)**2/4):.4f}, "
      f"dark {1 - M*np.exp(-(k*s)**2/4):.4f}")
print(f"rho bright line {rho_bright:.4f}, dark line {rho_dark:.4f}")
print(f"LER formula {ler:.4f} nm, Monte Carlo {mc_ler:.4f} nm")
print(f"3-sigma LER formula {3 * ler:.3f} nm")
print(f"sqrt(2)*LER formula {np.sqrt(2) * ler:.4f} nm")
print(f"LWR bright formula {lwr_bright:.4f} nm, Monte Carlo {mc_lwr_bright:.4f} nm")
print(f"LWR dark formula {lwr_dark:.4f} nm, Monte Carlo {mc_lwr_dark:.4f} nm")
print(f"edge correlation Monte Carlo: bright {mc_corr_bright:+.3f}, "
      f"dark {mc_corr_dark:+.3f}")
print(f"LWR/(sqrt2 LER) bright: formula {np.sqrt(1+rho_bright):.4f}, "
      f"Monte Carlo {mc_ratio_bright:.4f}")
print(f"LWR/(sqrt2 LER) dark: formula {np.sqrt(1+rho_dark):.4f}, "
      f"Monte Carlo {mc_ratio_dark:.4f}")
print(f"bright line centre rms formula {centre_rms:.4f} nm, "
      f"Monte Carlo {mc_centre:.4f} nm")
print(f"ratio, wavelengths along line > 100 nm: {band_ratio[0]:.3f}")
print(f"ratio, wavelengths along line 40 to 100 nm: {band_ratio[1]:.3f}")
print(f"edges 700 nm apart: correlation {unshared_corr:+.3f}, "
      f"ratio {unshared_ratio:.3f}")
print(f"same-sign ramp: correlation formula {ramp_pred:+.3f}, "
      f"Monte Carlo {ramp_corr:+.3f}")
print(f"same-sign ramp: ratio Monte Carlo {ramp_ratio:.3f}")
print(f"4x dose Monte Carlo: LER {ler_4x:.4f} nm, correlation {corr_4x:+.3f}")
print(f"common shift cancelling the excess {common_rms:.3f} nm rms, "
      f"ratio then {common_ratio:.3f}")
print(f"contour nonlinearity and sampling: LER change {100*(mc_ler/ler-1):+.1f} %")
print(f"acid model: yield {acid_yield}, electron spread {s_electron} nm, "
      f"acid blur {s_acid} nm")
print(f"acid model LER formula {ler_acid:.4f} nm, Monte Carlo {mc_ler_acid:.4f} nm")
print(f"acid model rho formula {rho_acid:.4f}, "
      f"minus Monte Carlo correlation {-mc_corr_acid:.3f}")
print(f"acid model ratio formula {np.sqrt(1 + rho_acid):.4f}")
for width in (10.0, 14.0, 20.0, 28.0):
    print(f"width {width:.0f} nm, pitch {2*width:.0f} nm: ratio bright "
          f"{np.sqrt(1+rho_line(width, 1)):.4f}, dark "
          f"{np.sqrt(1+rho_line(width, -1)):.4f}")
limit = 2 * np.sqrt(-np.log(1.05**2 - 1))
print(f"uniform exposure: ratio exceeds 1.05 for w/s below {limit:.2f}")
print("OK")
```

Printed output:

```
wavelength 13.5 nm, photon energy 91.84 eV
edge dose 20.0 mJ/cm2, incident photons 13.59 per nm2
absorption 5.0 per um, film thickness 30.0 nm
absorbed fraction 0.1393, n0 1.893 per nm2
dose at film bottom / top 0.861
pitch 28 nm, line width 14.0 nm, blur s 5.0 nm, contrast M 0.9
k 0.2244 per nm, contrast factor b of blur 0.5329
slope left +0.2038, right -0.2038 per nm3
relative noise at edge 0.0410
rho, uniform exposure 0.1409
midpoint factor bright 1.6570, dark 0.3430
rho bright line 0.2334, dark line 0.0483
LER formula 0.3810 nm, Monte Carlo 0.3837 nm
3-sigma LER formula 1.143 nm
sqrt(2)*LER formula 0.5388 nm
LWR bright formula 0.5984 nm, Monte Carlo 0.6035 nm
LWR dark formula 0.5517 nm, Monte Carlo 0.5570 nm
edge correlation Monte Carlo: bright -0.237, dark -0.053
LWR/(sqrt2 LER) bright: formula 1.1106, Monte Carlo 1.1120
LWR/(sqrt2 LER) dark: formula 1.0239, Monte Carlo 1.0264
bright line centre rms formula 0.2359 nm, Monte Carlo 0.2371 nm
ratio, wavelengths along line > 100 nm: 1.117
ratio, wavelengths along line 40 to 100 nm: 1.108
edges 700 nm apart: correlation -0.003, ratio 1.001
same-sign ramp: correlation formula +0.150, Monte Carlo +0.144
same-sign ramp: ratio Monte Carlo 0.930
4x dose Monte Carlo: LER 0.1915 nm, correlation -0.222
common shift cancelling the excess 0.184 nm rms, ratio then 1.002
contour nonlinearity and sampling: LER change +0.7 %
acid model: yield 3.0, electron spread 3.0 nm, acid blur 4.0 nm
acid model LER formula 0.4698 nm, Monte Carlo 0.4740 nm
acid model rho formula 0.1789, minus Monte Carlo correlation 0.197
acid model ratio formula 1.0858
width 10 nm, pitch 20 nm: ratio bright 1.2436, dark 1.0905
width 14 nm, pitch 28 nm: ratio bright 1.1106, dark 1.0239
width 20 nm, pitch 40 nm: ratio bright 1.0161, dark 1.0021
width 28 nm, pitch 56 nm: ratio bright 1.0004, dark 1.0000
uniform exposure: ratio exceeds 1.05 for w/s below 3.02
OK
```
